# Electron cyclotron masses in germanium for a magnetic field along [111]

## The problem

The conduction-band minima of germanium form four equivalent valleys. Near each minimum the surfaces of constant energy are ellipsoids of revolution, with long axes along [111], [-111], [1-11] and [11-1]. The longitudinal mass, along the axis, is $m_l=1.59\,m_0$ and the transverse mass is $m_t=0.0815\,m_0$, where $m_0$ is the free-electron mass. A magnetic field $B$ is applied along [111]. The cyclotron mass $m_c$ is defined by the angular frequency of the orbit, $\omega_c=eB/m_c$, with electron charge $-e$ and $e>0$. Which cyclotron masses do the electrons have, and at which fields do they absorb microwaves of 24 GHz?

The bands are taken as parabolic, and scattering is left out until the absorption line is discussed.

**Geometry.** Let $\theta$ be the angle between $B$ and the long axis of a valley. For the [111] valley $\cos\theta=1$. For the [-111] valley

$$|\cos\theta|=\frac{|-1+1+1|}{\sqrt3\,\sqrt3}=\frac13 ,$$

and the other two give the same magnitude. One valley is therefore axial, with $\theta=0$, and three are oblique, with $\theta=70.53^\circ$, $\cos^2\theta=1/9$ and $\sin^2\theta=8/9$.

## A tempting solution

A magnetic force is perpendicular to $B$, so one may picture the electron circling in the plane perpendicular to $B$ and ask what mass it has in that plane.

Choose axes fixed to the valley, with 3 along its long axis and the field in the 1–3 plane. Write $c=\cos\theta$ and $s=\sin\theta$. The mass tensor and the field direction are

$$M=\mathrm{diag}(m_t,m_t,m_l),\qquad \hat b=(s,0,c).$$

The plane perpendicular to $\hat b$ is spanned by $\hat u=(c,0,-s)$ and $\hat y=(0,1,0)$. The mass along $\hat y$ is $m_t$. The mass along $\hat u$ is taken as

$$m_u=\hat u\cdot M\hat u=m_t c^2+m_l s^2 .$$

Since $\hat u\times\hat y=\hat b$, we have $\hat y\times\hat b=\hat u$ and $\hat u\times\hat b=-\hat y$. The force $-e\,\mathbf v\times\mathbf B$ then gives

$$m_u\dot v_u=-eBv_y,\qquad m_t\dot v_y=eBv_u .$$

Differentiating the second equation and inserting the first yields $\ddot v_y=-(eB)^2v_y/(m_tm_u)$, so that

$$m_c^{\rm wrong}=\sqrt{m_t\,(m_tc^2+m_ls^2)} .$$

For the axial valley this is $m_t$. For an oblique valley, in units of $m_0$,

$$m_u=\frac{0.0815}{9}+\frac{8\times1.59}{9}=1.422,\qquad m_c^{\rm wrong}=\sqrt{0.0815\times1.422}=0.34 .$$

The formula looks trustworthy because both of its simple limits are right. At $\theta=0$ it gives $m_t$, and at $\theta=90^\circ$ it gives $\sqrt{m_tm_l}$, as it should for a field across the long axis. The error lies between these limits.

## Where it fails

The calculation assumed that the velocity along the field vanishes, $v_B=0$. The magnetic force supports a different statement. The equation of motion is $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$, with $\mathbf k$ measured from the valley minimum, and its component along $\hat b$ is

$$\hbar\dot k_B=0 .$$

The wave vector along the field is conserved. In an isotropic band this also fixes the velocity along the field, because $\mathbf v$ is parallel to $\mathbf k$. In an ellipsoidal valley $\hbar\mathbf k=M\mathbf v$, and the two vectors generally point in different directions.

If $v_B$ were zero throughout the orbit, the momentum along the field would be

$$\hbar k_B=\hat b\cdot M(v_u\hat u+v_y\hat y)=v_u\,(m_tsc-m_lsc)=-(m_l-m_t)\,sc\,v_u .$$

It would oscillate with $v_u$, which requires a force along $B$, and no such force exists. The tempting solution describes an electron held in a plane by a constraint. The product $sc$ vanishes at $0^\circ$ and at $90^\circ$, which is why the two limits came out right.

The true velocity along the field is large. Take $k_B=0$ and let $k_u$ be the component of $\mathbf k$ along $\hat u$. From $\mathbf v=\hbar M^{-1}\mathbf k$,

$$v_u=\hbar k_u\left(\frac{c^2}{m_t}+\frac{s^2}{m_l}\right),\qquad
v_B=\hbar k_u\,sc\left(\frac1{m_t}-\frac1{m_l}\right).$$

Dividing, and multiplying numerator and denominator by $m_tm_l$,

$$\frac{v_B}{v_u}=\frac{sc\,(m_l-m_t)}{m_lc^2+m_ts^2}
=\frac{0.3143\times1.5085}{0.1767+0.0724}=1.90 .$$

Here $sc=\sqrt8/9=0.3143$. The electron moves back and forth along the field with nearly twice the velocity amplitude that it has along $\hat u$. For $k_B=0$ its real-space orbit is still flat, but the plane is tilted by $\arctan 1.90\approx62^\circ$ from the plane perpendicular to $B$. A nonzero $k_B$ adds a steady drift along $B$ to this same motion.

## The right solution

Keep all three velocity components. In the valley frame $\mathbf B=B(s,0,c)$, and

$$\mathbf v\times\mathbf B=B\,(c\,v_2,\; s\,v_3-c\,v_1,\; -s\,v_2).$$

The equation $M\dot{\mathbf v}=-e\,\mathbf v\times\mathbf B$ becomes

$$m_t\dot v_1=-eBc\,v_2,$$
$$m_t\dot v_2=eB\,(c\,v_1-s\,v_3),$$
$$m_l\dot v_3=eBs\,v_2 .$$

Differentiate the second equation and replace $\dot v_1$ and $\dot v_3$ by means of the other two:

$$m_t\ddot v_2=eB\left(-\frac{eBc^2}{m_t}v_2-\frac{eBs^2}{m_l}v_2\right).$$

Division by $m_t$ gives a harmonic oscillation, $\ddot v_2=-\omega_c^2v_2$, with

$$\omega_c^2=(eB)^2\left(\frac{c^2}{m_t^2}+\frac{s^2}{m_tm_l}\right).$$

Comparison with $\omega_c=eB/m_c$ yields

$$\boxed{\frac1{m_c^2}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}}$$

**Axial valley.** With $\cos^2\theta=1$ the longitudinal mass drops out and $m_c=m_t=0.0815\,m_0$, or about $0.082\,m_0$. The orbit runs around the circular cross-section of the ellipsoid.

**Oblique valleys.** In units of $m_0^{-2}$, $1/m_t^2=150.551$ and $1/(m_tm_l)=7.7169$. Therefore

$$\frac1{m_c^2}=\frac{150.551}{9}+\frac{8\times7.7169}{9}=16.728+6.860=23.587,$$

where the last digit of the sum comes from unrounded terms. The square root of the reciprocal is $m_c=0.2059\,m_0$, or about $0.21\,m_0$. In closed form,

$$m_c=\frac{3m_t}{\sqrt{1+8m_t/m_l}} .$$

The field along [111] thus gives two electron masses, $0.082\,m_0$ and $0.21\,m_0$, the second shared by three valleys.

The oblique mass is set mainly by $m_t$: the term without $m_l$ supplies 16.7 of the 23.6. If $m_l$ went to infinity, the electron could not move along the long axis. It would circle in the transverse plane and feel the field component $B\cos\theta=B/3$, so its mass would be $3m_t=0.245\,m_0$. The boxed formula has this limit, whereas the tempting one diverges. In the opposite limit, $m_l=m_t$, the valley is a sphere and both formulas give $m_t$.

## The same result from the orbit in k-space

The conserved quantity $k_B$ suggests a second derivation. The electron moves in k-space along the curve where its energy surface is cut by a plane of fixed $k_B$. Let $v_\perp$ be the velocity component perpendicular to $B$. The speed along the curve is $eBv_\perp/\hbar$, and $v_\perp$ equals $1/\hbar$ times the in-plane gradient of the energy, $|\nabla_\perp E|$. The period is

$$T=\oint\frac{\hbar\,dk}{eBv_\perp}=\frac{\hbar^2}{eB}\oint\frac{dk}{|\nabla_\perp E|}=\frac{\hbar^2}{eB}\frac{dA}{dE},$$

where $A$ is the enclosed area. The last step holds because raising the energy by $dE$ moves the curve outwards by $dE/|\nabla_\perp E|$. With $\omega_c=2\pi/T$ this gives $m_c=(\hbar^2/2\pi)\,dA/dE$.

Within the plane the energy is

$$E=\frac{\hbar^2}{2}\left(\frac{k_y^2}{m_t}+a k_u^2+2d\,k_uk_B+g k_B^2\right),\qquad a=\frac{c^2}{m_t}+\frac{s^2}{m_l},$$

where $d=\hat u\cdot M^{-1}\hat b$ and $g=\hat b\cdot M^{-1}\hat b$. Completing the square,

$$ak_u^2+2dk_uk_B=a\left(k_u+\frac{dk_B}{a}\right)^2-\frac{d^2k_B^2}{a}.$$

A nonzero $k_B$ shifts the centre of the ellipse and the lowest energy $E_0$ in the slice, but not the coefficients of the squares. The semi-axes are $\sqrt{2m_t(E-E_0)}/\hbar$ and $\sqrt{2(E-E_0)/a}/\hbar$, so

$$A=\frac{2\pi(E-E_0)}{\hbar^2}\sqrt{\frac{m_t}{a}},\qquad m_c=\sqrt{\frac{m_t}{a}} .$$

Hence $1/m_c^2=a/m_t$, which is the boxed formula. All electrons of a parabolic valley share one frequency, whatever their $k_B$.

This also puts the fault in one line. The mass along $\hat u$ at fixed $k_B$ is $1/a=1/(\hat u\cdot M^{-1}\hat u)$, whereas the tempting solution used $\hat u\cdot M\hat u$. For an oblique valley these are $0.52\,m_0$ and $1.42\,m_0$.

## Resonance at 24 GHz

Resonance occurs when $\omega_c$ equals the microwave angular frequency $\omega=2\pi f$, that is, at $B=2\pi f m_c/e$. At 24 GHz a mass of $m_0$ corresponds to 0.8574 T, so

$$B_{\rm axial}=0.8574\times0.0815=0.0699\ \text{T},\qquad
B_{\rm oblique}=0.8574\times0.2059=0.1765\ \text{T}.$$

The tempting mass would have put the second line near 0.29 T.

To be seen as separate peaks, the lines must be narrower than their separation. Add a friction term with scattering time $\tau$ and a microwave field $\mathbf E$ perpendicular to $B$:

$$M\left(\dot{\mathbf v}+\frac{\mathbf v}{\tau}\right)=-e(\mathbf E+\mathbf v\times\mathbf B).$$

For pure germanium at 4.2 K take $\tau=100$ ps as a rough value, which gives $\omega\tau=15.1$. Near resonance the absorption varies as $1/[1+(\omega-\omega_c)^2\tau^2]$, so the half-width at half maximum is $1/(\omega\tau)=6.6\%$ of the resonance field. This is about 0.005 T for the axial line and 0.012 T for the oblique one, well below their separation of 0.107 T.

Solving this equation numerically for all four valleys, equally populated, and adding their absorption gives two maxima between 0 and 0.3 T. They lie within 0.01% of the ideal fields. The displacement is this small because each line is a Lorentzian in $\omega_c$ centred on $\omega$, and only the sloping tails of the other terms can move its top. In the variable $\omega_c\tau$ such a slope is of order $(\omega\tau)^{-3}$, while the curvature at the top is of order one. The relative shift is then of order $(\omega\tau)^{-4}\approx2\times10^{-5}$. Scattering broadens these lines far more than it moves them.

## Reading the valley masses from the lines

In a measurement the argument runs backwards. The axial line gives $m_t$ directly. The ratio of the two resonance fields, $r=2.526$ here, gives $m_l$. Squaring $r=3/\sqrt{1+8m_t/m_l}$ and solving for $m_l$,

$$m_l=\frac{8m_t}{9/r^2-1}=\frac{0.652}{0.4105}\,m_0=1.59\,m_0 .$$

The denominator is a small difference, so errors grow. Differentiating the logarithm of this expression,

$$\frac{dm_l}{m_l}=\frac{2\,(9/r^2)}{9/r^2-1}\,\frac{dr}{r}=6.9\,\frac{dr}{r}.$$

An error of 1% in the ratio becomes about 7% in the longitudinal mass. The wrong formula does worse. It implies $r^2=(1+8m_l/m_t)/9$, and the same ratio would then give $m_l\approx0.575\,m_0$.

## Misalignment and other corrections

**Tilt of the field.** Write the boxed formula as $1/m_c^2=P+Q\cos^2\theta$, with $P=1/(m_tm_l)$ and $Q=1/m_t^2-P=142.8\,m_0^{-2}$. A small change of angle gives

$$\frac{\delta m_c}{m_c}=m_c^2\,Q\,sc\,\delta\theta=\frac{142.8\times0.3143}{23.587}\,\delta\theta=1.90\,\delta\theta .$$

If the field is tilted by $1^\circ=0.01745$ rad from [111] towards [001], the angle to the [11-1] axis grows by the full $1^\circ$, while the angles to [-111] and [1-11] shrink by about half a degree. The linear estimate is $+3.3\%$ for the first valley and $-1.7\%$ for the other two. The full formula gives $0.2129\,m_0$ ($+3.42\%$) and $0.2025\,m_0$ ($-1.63\%$). The axial mass changes by 0.01%, because there $sc=0$ and the first-order term vanishes. The split of 5% is smaller than the full linewidth of 13%, so in this example it would distort and broaden the oblique line without separating it into two clear peaks. The single maximum that remains is displaced by about 1.5%, upwards when the microwave field is along [1-10] and downwards when it lies in the plane of the tilt.

**Nonparabolicity.** Suppose the parabolic energy is replaced by $E(1+\alpha E)$. The orbit area is linear in that combination, so $dA/dE$, and with it $m_c$, is multiplied by $1+2\alpha E$. With a rough $\alpha=0.5\ \text{eV}^{-1}$ and $E=1.5\,k_BT$, where $k_BT=0.362$ meV at 4.2 K, the increase is 0.05%. Electrons heated by the microwaves to 10 meV would show 1%.

**Depolarisation.** In a sample much smaller than the wavelength inside the material (about 3 mm in germanium at 24 GHz), the moving electrons charge the surface and alter the internal field. For a sphere of relative permittivity $\epsilon_r$ and electron conductivity tensor $\sigma$, with time dependence $e^{-i\omega t}$, the polarisation is $\mathbf P=\epsilon_0(\epsilon_r-1)\mathbf E+i\sigma\mathbf E/\omega$. The internal field is $\mathbf E=\mathbf E_0-\mathbf P/3\epsilon_0$, where $\mathbf E_0$ is the applied field. Inserting $\mathbf P$ and multiplying by 3,

$$\left(\epsilon_r+2+\frac{i\sigma}{\epsilon_0\omega}\right)\mathbf E=3\mathbf E_0 .$$

With rough values $\epsilon_r=16$ and $10^{10}$ electrons per cm³, the numerically located absorption maxima move down by 0.02% (axial) and 0.03% (oblique). At ten times the density, all else fixed, the shifts are 0.24% and 0.30%.

## Beside real germanium

The example is set in the regime of high-purity germanium at liquid-helium temperature, and the two valley masses are realistic for that material. The scattering time and density are rough and depend on the sample. Of the effects sized here at 4.2 K, a misalignment of one degree moves the masses most, by up to 3.4%. The calculation covers electrons; if light is used to create the carriers, holes add lines of their own.

A device at room temperature breaks the assumption of weak scattering. There a rough mobility of 3900 cm²/Vs fixes $\tau$ through the conductivity mass. Summed over the four valleys, the inverse mass along any direction averages to $\frac13(2/m_t+1/m_l)$, so

$$m_{\rm cond}=\frac{3}{2/m_t+1/m_l}=0.119\,m_0,\qquad \tau=\frac{\mu\,m_{\rm cond}}{e}=0.26\ \text{ps}.$$

At 24 GHz this means $\omega\tau=0.04$. The electron is scattered long before it completes an orbit, and the calculated absorption has no maximum between 0 and 0.3 T. With the same $\tau$, reaching $\omega\tau=1$ would take a frequency of about 0.6 THz. The cyclotron masses remain properties of the valleys, but a microwave line can no longer reveal them.
